One-Sided Thermal Wall Flux and the Monolayer Exposure of Radicals

A dilute gas of radicals with number density n and mean speed v̄ strikes a flat wall at the rate, per unit area and time,

Γ = n v̄/4,  (1)

provided that the radicals moving towards the wall are distributed as in an isotropic gas of density n and mean speed v̄. If the wall has N_s adsorption sites per unit area, and a radical sticks to the clean wall with probability s0, the initial-rate monolayer exposure is

F1 = N_s/s0, reached after the time t1 = N_s/(s0 Γ).  (2)

Here F1 is a fluence, the number of impacts per unit area. It is the exposure that would fill every site if adsorption continued at its initial rate. Whether the layer is then full depends on how sticking changes with coverage, which s0 alone does not tell. If sticking stays at s0 until the last site is filled, the layer is complete at F1. If occupied sites refuse further radicals, the coverage at F1 is 1 − 1/e, about 63%.

SI units are used, since pressures, areas and times of laboratory size are compared.

**1. Counting impacts**

Let the z axis point from the gas into the wall, so that radicals approaching the wall have v_z > 0. Let f(v) be the velocity distribution, normalised so that its integral over all velocities is 1. The number of radicals per unit volume with velocities in d³v is then n f d³v.

Choose a wall area A and a time dt so short that collisions within it can be neglected. A radical with velocity v strikes A during dt if it starts inside a slanted cylinder with base A and side v dt. The perpendicular height of this cylinder is v_z dt, so its volume is A v_z dt. The sideways velocity tilts the cylinder but leaves its volume unchanged. The number of impacts from this velocity range is n f d³v · A v_z dt. Dividing by A dt and summing over approaching radicals gives

Γ = n ∫_{v_z>0} v_z f(v) d³v.  (3)

This is a count of impacts. It includes radicals that bounce back, and it is not the net loss from the gas.

Now let f depend on the speed v alone. With α the angle between the velocity and the z axis, v_z = v cos α and d³v = v² sin α dv dα dφ. Approaching radicals have 0 ≤ α < π/2, so

Γ = n ∫₀^∞ v³ f(v) dv · ∫₀^{π/2} cos α sin α dα · ∫₀^{2π} dφ.  (4)

The angular integrals are 1/2 and 2π, and therefore

Γ = π n ∫₀^∞ v³ f(v) dv.  (5)

The mean speed is an average over all directions, for which the angular integral is 4π:

v̄ = ∫ v f(v) d³v = 4π ∫₀^∞ v³ f(v) dv.  (6)

Dividing (5) by (6) gives Γ/v̄ = n/4, which is equation (1).

The factor 1/4 is a product of two halves. Half of the radicals move towards the wall, and for these the average of cos α over the hemisphere is 1/2. The flux is thus the approaching density n/2 times the mean normal speed v̄/2.

No Maxwellian has been assumed. A gas with equal numbers of radicals at speeds 1 and 3, in any unit, has v̄ = 2 and hence Γ = n/2 in the same unit. Counting the wall crossings of randomly placed particles in such a gas gave Γ/(n v̄) = 0.2500. With one million particles the statistical spread of this count is about 0.0005, so the last digit is not significant. The root-mean-square speed of this gas is √5, about 2.24, and using it in place of v̄ would overestimate the flux by about 12%.

The distribution of directions, on the other hand, does matter. If all radicals formed a beam with speed v directed straight at the wall, (3) would give Γ = n v, four times the result of (1). For the same reason (1) does not describe positive ions that an electric field accelerates towards a surface.

**2. The thermal mean speed and the pressure form**

For a gas at temperature T with particle mass m, the Maxwellian distribution is

f(v) = (a/π)^{3/2} exp(−a v²), with a = m/(2kT).  (7)

The integral needed in (6) follows from the substitution w = v², for which v³ dv = w dw/2:

∫₀^∞ v³ exp(−a v²) dv = (1/2) ∫₀^∞ w exp(−a w) dw = 1/(2a²).  (8)

Inserting (7) and (8) in (6) gives

v̄ = 4π (a/π)^{3/2}/(2a²) = 2/√(πa) = √(8kT/(πm)).  (9)

The last step uses 1/a = 2kT/m. If p is the partial pressure of the radicals, n = p/(kT), and (1) becomes

Γ = [p/(4kT)] √(8kT/(πm)) = p/√(2πmkT).  (10)

To check the factor, take 1/(4kT) under the root: 8kT/(16πmk²T²) = 1/(2πmkT). The pressure here belongs to the radicals alone. Using the total pressure of a partly dissociated gas would also count its other components.

The temperature enters differently according to what is held fixed. At fixed density, a hotter gas strikes the wall more often, as √T. At fixed partial pressure, it strikes less often, as 1/√T, because the density falls as 1/T while the speed grows as √T.

**3. Which density belongs in the formula**

A sticking wall returns fewer radicals than it receives, so the gas next to it cannot have the full equilibrium distribution. The density in (1) therefore needs a definition.

Take a small sample in a large, well-mixed reservoir of density n. Let the other surfaces absorb so little that n stays steady, and let radicals reach the sample from the reservoir without collisions. The approaching half of the distribution is then that of the reservoir, whatever the sample does with the radicals. Equation (1) holds with the reservoir density n, and the approaching radicals contribute n/2 to the density at the surface.

Suppose that a clean wall returns the fraction 1 − s0 diffusely at the gas temperature. This means that returned radicals have the directions and speeds with which an equilibrium gas would leave the surface. Their normal speeds u are distributed per emitted particle as

g(u) = (mu/kT) exp[−mu²/(2kT)], u > 0.  (11)

The factor u appears because g describes a flux: fast particles cross a surface more often than their share of the density. An emitted flux j with normal speed u contributes a density j/u, so the returned flux (1 − s0)Γ produces the density

n_out = (1 − s0) Γ ∫₀^∞ g(u)/u du = (1 − s0) Γ √(πm/(2kT)).  (12)

The integral is a half-Gaussian: (m/kT) · (1/2)√(2πkT/m) = √(πm/(2kT)). From (1) and (9),

Γ √(πm/(2kT)) = (n/4) √[(8kT/(πm)) · (πm/(2kT))] = (n/4)√4 = n/2.  (13)

Hence n_out = (1 − s0)n/2, and the total density at the clean wall is

n_w = n/2 + (1 − s0)n/2 = n(1 − s0/2).  (14)

Solving for n and inserting it in (1) gives the flux in terms of the density at the wall:

Γ = n_w v̄/[4(1 − s0/2)].  (15)

For s0 → 0 the two densities agree. For s0 = 1 nothing returns, n_w = n/2, and using n_w in (1) would give half the true impact rate. The correction comes from the missing outgoing radicals; the incoming flux itself has not changed.

If the gas is dense enough for collisions between the reservoir and the sample, a strongly absorbing sample can deplete the gas in front of it. The approaching radicals then no longer carry the reservoir distribution, and a transport calculation must supply the flux. The surface equations below still hold with that flux.

**4. Exposure at constant sticking**

Let θ be the fraction of sites occupied, each by one radical, with θ = 0 at the start. Thermal desorption is neglected. It is convenient to measure exposure by the fluence

F = ∫₀^t Γ dt′,  (16)

which equals Γt for a steady flux. In a fluence interval dF the surface receives dF impacts per unit area. If each sticks with probability s0 regardless of coverage, the number adsorbed is s0 dF. The number of adsorbed radicals per unit area is N_s θ, and so

N_s dθ = s0 dF, hence θ = s0 F/N_s.  (17)

Setting θ = 1 gives F1 = N_s/s0, and dividing by a steady Γ gives t1, which proves (2). Each site needs one adsorbed radical, and each adsorption costs on average 1/s0 impacts.

Constant sticking up to a full layer needs a mechanism, because late impacts mostly land on occupied sites. One such mechanism is a mobile precursor: a radical is accepted with probability s0 wherever it lands, then hops over the surface until it finds an empty site. The search takes longer as empty sites become rare, so a full layer at t1 is the limit of a search that stays fast compared with t1 even then, with no accepted radical lost on the way.

Exposure is also quoted as a dose, the product of pressure and time. From (2) and (10), at steady pressure,

p t1 = p N_s/(s0 Γ) = (N_s/s0) √(2πmkT).  (18)

The fluence F1 contains only N_s and s0, whereas the dose also contains the mass and temperature of the gas. At the same temperature, equal doses of two radicals with different masses do not deliver equal numbers of impacts.

**5. Exposure when occupied sites block adsorption**

Now let a radical stick with probability s0 if it lands on an empty site, and return to the gas if it lands on an occupied one. Impacts are random, so a fraction 1 − θ of them meets an empty site. Equation (17) is replaced by

dθ/dF = (s0/N_s)(1 − θ) = (1 − θ)/F1.  (19)

Separating the variables and integrating from θ = 0 at F = 0 gives

−ln(1 − θ) = F/F1, hence θ = 1 − exp(−F/F1).  (20)

At F = F1 the coverage is 1 − 1/e. Solving for the fluence that produces a chosen coverage gives

F = −F1 ln(1 − θ),  (21)

which grows without limit as θ → 1. Within this rate equation a full layer is approached but not reached at any finite exposure.

The exponential has a direct statistical meaning. Consider M sites and K random impacts. One impact hits a given site with probability 1/M and, if the site is empty, then fills it with probability s0. An empty site therefore stays empty in one impact with probability 1 − s0/M, and after all K impacts with probability (1 − s0/M)^K. For large M this tends to exp(−s0 K/M), and K/M = F/N_s, which reproduces (20). At F1 there has been on average one potentially successful impact per site, but some sites have received several and a fraction 1/e has received none.

At small exposure, with x = F/F1, expansion of (20) gives θ = x − x²/2 + … . The linear law θ = x therefore exceeds the blocked coverage by x/2 relative to x, to leading order. Both laws have the initial slope 1/F1, so for known N_s the initial uptake gives s0 whichever of the two applies.

**6. Recombination on occupied sites**

A radical landing on an occupied site may also react with the adsorbed radical and carry it away as a molecule. Let this happen with probability γ per such impact, and let the molecule leave at once. Adsorption raises the coverage at the rate s0(1 − θ) per impact, and removal lowers it at the rate γθ:

N_s dθ/dF = s0(1 − θ) − γθ = (s0 + γ)(θ_s − θ),  (22)

where

θ_s = s0/(s0 + γ).  (23)

The difference D = θ_s − θ obeys dD/dF = −(s0 + γ)D/N_s and starts at θ_s. It therefore decays exponentially, and

θ = θ_s {1 − exp[−(s0 + γ)F/N_s]}.  (24)

For γ → 0 this returns to (20). For γ > 0 the coverage saturates below 1, however long the exposure. The initial slope is θ_s(s0 + γ)/N_s = s0/N_s, the same as before, because a clean surface has no adsorbed radicals to remove.

The gas loses radicals both by adsorption and by recombination. The loss probability per impact is

β(θ) = s0(1 − θ) + γθ.  (25)

At saturation the two terms of (25) are equal, since (22) vanishes. Each equals γθ_s = s0γ/(s0 + γ), so that

β_s = 2 s0γ/(s0 + γ).  (26)

The factor 2 counts two radicals per molecule: one fills an empty site, and another later removes it. The surface goes on consuming radicals although its coverage no longer grows.

Within this model, a loss probability measured on a saturated surface is therefore β_s, not s0. If it were used in (2), the inferred monolayer fluence would be wrong by the factor

s0/β_s = (s0 + γ)/(2γ).  (27)

For γ < s0 the inferred exposure is too large, and for γ > s0 it is too small. At γ = s0 the factor is 1, because (25) then gives β = s0 at every coverage. Equations (23) to (27) assume that direct impact is the only way an adsorbed radical is removed. On real surfaces adsorbed radicals may also recombine with each other, desorb or react with the material. The saturated coverage and loss probability then differ, and (27) cannot be used as a correction factor.

**7. Worked example**

Take a model radical of mass 16.0 u at 400 K with partial pressure 0.10 Pa. Let the surface have N_s = 1.00 × 10¹⁹ m⁻² and s0 = 0.25. These are chosen round parameters, not data for a particular material. As in section 3, the radicals are assumed to reach the sample from the reservoir without collisions, and the clean wall to return those that do not stick diffusely at 400 K. The first assumption limits the total pressure, not only that of the radicals. For a hard-sphere diameter d = 0.3 nm the mean free path kT/(√2 π d² p) is about 0.14 m at a total pressure of 0.10 Pa, long compared with a sample of centimetre size. At 10 Pa it is about 1.4 mm; such a sample then depletes the gas in front of it, and the flux below would be too large.

With kT = 5.523 × 10⁻²¹ J, the reservoir density is

n = 0.10/(5.523 × 10⁻²¹) = 1.811 × 10¹⁹ m⁻³.

With m = 2.657 × 10⁻²⁶ kg, equation (9) gives

v̄ = √[8 × 5.523 × 10⁻²¹/(π × 2.657 × 10⁻²⁶)] = 727.5 m/s.

The wall flux is then

Γ = 1.811 × 10¹⁹ × 727.5/4 = 3.294 × 10²¹ m⁻² s⁻¹.

Each site is struck about 329 times per second. The density at the clean wall is, from (14), 0.875 × 1.811 × 10¹⁹ = 1.58 × 10¹⁹ m⁻³. Inserting this value in (1) would miss one eighth of the impacts.

The initial-rate monolayer exposure is

F1 = 1.00 × 10¹⁹/0.25 = 4.00 × 10¹⁹ m⁻²,

t1 = 4.00 × 10¹⁹/(3.294 × 10²¹) = 0.0121 s = 12.1 ms.

The dose is 0.10 Pa × 0.0121 s = 1.21 × 10⁻³ Pa s. One langmuir is 10⁻⁶ Torr s, and in this unit the dose is 9.1 langmuir.

At t1 each site has received four impacts on average. What this means for the coverage depends on the surface model:

– With constant sticking, the layer is complete.

– With site blocking, the coverage is 0.632. Reaching 0.95 takes −ln(0.05) = 2.996 times as long, or 36.4 ms.

– With site blocking and recombination at γ = 0.05, the saturated coverage is θ_s = 0.25/0.30 = 0.833. The exponent in (24) is 0.30 × 4.00 = 1.20, and the coverage at t1 is 0.833 × (1 − exp(−1.20)) = 0.582.

In the last case the saturated loss probability is 2 × 0.25 × 0.05/0.30 = 0.083. Mistaking it for s0 would make the inferred monolayer exposure three times too large, as (27) gives 0.30/0.10 = 3.

The surface laws were tested by random impacts on a lattice of sites, with the rules of each model applied impact by impact. Filling the lattice with hopping radicals took 4.010 impacts per site, against the expected 4. Here hopping was taken to be instantaneous and without loss, so this checks the count of impacts per adsorption, not the precursor mechanism itself. With site blocking, the coverage at F1 was 0.6346 on 100,000 sites, against 0.6321 from (20). If the sites were independent, the statistical spread would be √(0.632 × 0.368/100000) = 0.0015. The fixed number of impacts links the sites and lowers it slightly, to about 0.0014. The difference is still less than two standard deviations. With recombination, the loss probability averaged from 4.5 t1 to 6 t1 was 0.0838, with a statistical spread of about 0.0003. The surface is not quite saturated in this interval: averaging (25) with (24) over it gives 0.0837, slightly above the limit 0.0833 from (26). The remaining comparisons are in the numerical output below.

Computed values

```
Radical mass: 16.0 u
Radical mass in SI: 2.6569e-26 kg
Partial pressure: 0.10 Pa
Temperature: 400 K
Thermal energy kT: 5.5226e-21 J
Site density: 1.00e+19 m^-2
Initial sticking probability: 0.25 (no unit)
Removal probability gamma: 0.05 (no unit)
Reservoir density: 1.8107e+19 m^-3
Mean speed, formula: 727.54 m/s
Mean speed, integral: 727.54 m/s
Wall flux, formula: 3.2935e+21 m^-2 s^-1
Wall flux, integral: 3.2935e+21 m^-2 s^-1
Two-speed gas, flux/(n vbar): 0.2500 (no unit)
Clean-wall density, formula: 1.5844e+19 m^-3
Clean-wall density, integral: 1.5844e+19 m^-3
Impacts per site per second: 329.35 s^-1
Monolayer fluence N_s/s0: 4.000e+19 m^-2
Impacts per site at this fluence: 4.00 (no unit)
Impacts per site to fill, hopping lattice: 4.010 (no unit)
Monolayer time t1: 12.145 ms
Monolayer dose p*t1: 1.2145e-03 Pa s
Monolayer dose converted: 9.110 langmuir
Coverage at t1, site blocking: 0.6321 (no unit)
Same, lattice: 0.6346 (no unit)
Time to 0.95 coverage, blocking: 36.38 ms
Ratio of that time to t1: 2.996 (no unit)
Coverage at that time, lattice: 0.9493 (no unit)
Coverage at t1, recombination: 0.5823 (no unit)
Same, lattice: 0.5809 (no unit)
Saturated coverage, recombination: 0.8333 (no unit)
Coverage at 6 t1, lattice: 0.8319 (no unit)
Saturated loss probability: 0.0833 (no unit)
Late loss probability, lattice: 0.0838 (no unit)
```
